# Scalar products of tensor operators between coupled states: test program

```python
# RESULT UNDER TEST
#   <(j1 j2)JM| T.U |(j1' j2')J'M'> = delta(J,J') delta(M,M')
#       * (-1)^(j1'+j2+J) * {J j2 j1; k j1' j2'} * <j1||T||j1'> * <j2||U||j2'>
# T, U: rank-k tensors on subsystems 1 and 2; T.U = sum_q (-1)^q T_q U_-q
# Reduced elements: <jm|T_q|j'm'> = (-1)^(j-m) (j k j'; -m q m') <j||T||j'>
# Names ending in 'p' denote ket (primed) labels.
# Example: helium with both electrons in n=2, hydrogenic orbitals, Z=2.
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import eval_legendre
from sympy.physics.wigner import wigner_3j, wigner_6j


def half(x):
    return sp.Rational(int(round(2 * x)), 2)


def sign(x):
    assert abs(x - round(x)) < 1e-9
    return 1 - 2 * (int(round(x)) % 2)


@lru_cache(maxsize=None)
def threej(*args):
    return float(wigner_3j(*[half(x) for x in args]))


@lru_cache(maxsize=None)
def sixj(*args):
    return float(wigner_6j(*[half(x) for x in args]))


def projections(j):
    return [j - i for i in range(int(round(2 * j)) + 1)]


def raising(j):
    m = np.array(projections(j), dtype=float)
    return np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)


@lru_cache(maxsize=None)
def couple(ja, jb):
    """Coupled states from lowering and orthogonalization, no 3j symbols.
    The component with m_a = ja of each top state is positive."""
    da, db = len(projections(ja)), len(projections(jb))
    lower = (np.kron(raising(ja), np.eye(db))
             + np.kron(np.eye(da), raising(jb))).T
    states = {}
    for n in range(min(da, db)):
        J = ja + jb - n
        vec = np.zeros(da * db)
        vec[n] = 1.0
        for (_, M_old), old in states.items():
            if M_old == J:
                vec = vec - old * (old @ vec)
        vec = vec / np.linalg.norm(vec)
        for M in projections(J):
            states[(J, M)] = vec
            if M > -J:
                vec = lower @ vec / np.sqrt(J * (J + 1) - M * (M - 1))
    return states


# ---- coupling coefficients against their 3j form
for ja, jb in [(1.5, 2), (0.5, 1.5), (1, 2), (2, 0.5)]:
    for (J, M), vec in couple(ja, jb).items():
        ref = [sign(ja - jb + M) * np.sqrt(2 * J + 1)
               * threej(ja, jb, J, ma, mb, -M)
               for ma in projections(ja) for mb in projections(jb)]
        assert np.allclose(vec, ref, atol=1e-12)


# ---- 6j symbol as a contraction of four 3j symbols
def sixj_by_contraction(a, b, c, d, e, f):
    total = 0.0
    for ma in projections(a):
        for mb in projections(b):
            for me in projections(e):
                mc, mf = -ma - mb, me - ma
                md = mf - mb
                if abs(mc) > c or abs(mf) > f or abs(md) > d:
                    continue
                phase = sign(a + b + c + d + e + f
                             - ma - mb - mc - md - me - mf)
                total += (phase * threej(a, b, c, -ma, -mb, -mc)
                          * threej(a, e, f, ma, -me, mf)
                          * threej(d, b, f, md, mb, -mf)
                          * threej(d, e, c, -md, me, mc))
    return total


sixj_error = 0.0
for labels in [(1.5, 1, 0.5, 1, 1.5, 2), (2, 1, 1, 2, 1, 1),
               (1, 0.5, 1.5, 1, 1.5, 0.5), (0.5, 2, 1.5, 3, 1.5, 2),
               (0, 0, 0, 1, 1, 1)]:
    sixj_error = max(sixj_error,
                     abs(sixj_by_contraction(*labels) - sixj(*labels)))
assert sixj_error < 1e-12


# ---- tensors on a subsystem made of an orbital part l and a spin part s
def tensor(l, s, k, powers):
    """Top component l+^a s+^b with a+b=k; the others by commutators."""
    lp = np.kron(raising(l), np.eye(len(projections(s))))
    spn = np.kron(np.eye(len(projections(l))), raising(s))
    jm = (lp + spn).T
    comp = {k: np.linalg.matrix_power(lp, powers[0])
            @ np.linalg.matrix_power(spn, powers[1])}
    for q in range(k, -k, -1):
        comp[q - 1] = ((jm @ comp[q] - comp[q] @ jm)
                       / np.sqrt(k * (k + 1) - q * (q - 1)))
    return comp, jm


def multiplets(l, s):
    states = couple(l, s)
    return {j: np.array([states[(j, m)] for m in projections(j)]).T
            for j in sorted({key[0] for key in states})}


def reduced_elements(basis, comp, k):
    """Projects out reduced elements and checks Wigner-Eckart everywhere."""
    red, worst = {}, 0.0
    for j in basis:
        for jp in basis:
            direct, geometry = [], []
            for q in range(-k, k + 1):
                direct.append(basis[j].T @ comp[q] @ basis[jp])
                geometry.append([[sign(j - m) * threej(j, k, jp, -m, q, mp)
                                  for mp in projections(jp)]
                                 for m in projections(j)])
            direct, geometry = np.array(direct), np.array(geometry)
            red[(j, jp)] = float(np.sum(direct * geometry))
            worst = max(worst, np.max(abs(direct - red[(j, jp)] * geometry)))
    return red, worst


powers_T = {1: (1, 0), 2: (1, 1), 3: (2, 1)}
powers_U = {1: (0, 1), 2: (2, 0), 3: (2, 1)}
formula_error = we_error = swapped_error = 0.0
n_changed = 0
sample = None
for (l1, s1), (l2, s2) in [((1, 0.5), (1, 0.5)), ((1, 0.5), (1, 1))]:
    basis1, basis2 = multiplets(l1, s1), multiplets(l2, s2)
    labels, columns = [], []
    for j1 in basis1:
        for j2 in basis2:
            for (J, M), c in couple(j1, j2).items():
                c = c.reshape(len(projections(j1)), len(projections(j2)))
                labels.append((j1, j2, J, M))
                columns.append((basis1[j1] @ c @ basis2[j2].T).ravel())
    V = np.array(columns).T
    assert np.allclose(V.T @ V, np.eye(len(labels)), atol=1e-12)
    for k in (1, 2, 3):
        T, jm1 = tensor(l1, s1, k, powers_T[k])
        U, jm2 = tensor(l2, s2, k, powers_U[k])
        redT, e1 = reduced_elements(basis1, T, k)
        redU, e2 = reduced_elements(basis2, U, k)
        we_error = max(we_error, e1, e2)
        dot = sum(sign(q) * np.kron(T[q], U[-q]) for q in range(-k, k + 1))
        Jminus = (np.kron(jm1, np.eye(len(jm2)))
                  + np.kron(np.eye(len(jm1)), jm2))
        for ladder in (Jminus, Jminus.T):
            assert np.allclose(ladder @ dot, dot @ ladder, atol=1e-11)
        direct = V.T @ dot @ V
        for a, (j1, j2, J, M) in enumerate(labels):
            for b, (j1p, j2p, Jp, Mp) in enumerate(labels):
                value = swapped = 0.0
                if J == Jp and M == Mp:
                    core = redT[(j1, j1p)] * redU[(j2, j2p)]
                    if abs(core) > 1e-12:
                        core *= sixj(J, j2, j1, k, j1p, j2p)
                    value = sign(j1p + j2 + J) * core
                    swapped = sign(j1 + j2p + J) * core
                    if (j1, j2) != (j1p, j2p) and abs(value) > 1e-9:
                        n_changed += 1
                formula_error = max(formula_error, abs(direct[a, b] - value))
                swapped_error = max(swapped_error, abs(direct[a, b] - swapped))
                if (s2 == 1 and k == 1 and (j1, j2, J, M) == (0.5, 1, 0.5, 0.5)
                        and (j1p, j2p, Jp, Mp) == (1.5, 1, 0.5, 0.5)):
                    sample = (redT[(j1, j1p)], redU[(j2, j2p)],
                              sixj(J, j2, j1, k, j1p, j2p),
                              sign(j1p + j2 + J), value, direct[a, b])
assert we_error < 1e-11 and formula_error < 1e-11
assert n_changed > 50 and swapped_error > 0.1
assert sample is not None and abs(sample[4]) > 0.01

# ---- Coulomb angular coefficients
def reduced_C(l, k, lp):
    return (sign(l) * np.sqrt((2 * l + 1) * (2 * lp + 1))
            * threej(l, k, lp, 0, 0, 0))


def coulomb_coefficient(l, lp, k, L):
    """Both electrons have l in the bra and lp in the ket."""
    return (sign(lp + l + L) * sixj(L, l, l, k, lp, lp)
            * reduced_C(l, k, lp) ** 2)


x, wx = np.polynomial.legendre.leggauss(20)
phi = 2 * np.pi * np.arange(24) / 24
ct, ph = [g.ravel() for g in np.meshgrid(x, phi, indexing="ij")]
weight = np.repeat(wx, 24) * 2 * np.pi / 24
st = np.sqrt(1 - ct ** 2)
direction = np.array([st * np.cos(ph), st * np.sin(ph), ct])
cosw = np.clip(direction.T @ direction, -1, 1)
pair_weight = np.outer(weight, weight)
Y = {0: np.full((1, ct.size), 1 / np.sqrt(4 * np.pi), dtype=complex),
     1: np.array([-np.sqrt(3 / (8 * np.pi)) * st * np.exp(1j * ph),
                  np.sqrt(3 / (4 * np.pi)) * ct + 0j,
                  np.sqrt(3 / (8 * np.pi)) * st * np.exp(-1j * ph)])}


def pair_state(l, L):
    c = couple(l, l)[(L, L)].reshape(2 * l + 1, 2 * l + 1)
    return Y[l].T @ c @ Y[l]


ratio = 0.3
inverse_distance = 1 / np.sqrt(1 + ratio ** 2 - 2 * ratio * cosw)
angular_error = multipole_error = 0.0
for l, lp, L in [(1, 1, 0), (1, 1, 1), (1, 1, 2), (0, 1, 0), (0, 0, 0)]:
    product = pair_weight * pair_state(l, L).conj() * pair_state(lp, L)
    series = 0.0
    for k in range(3):
        coef = coulomb_coefficient(l, lp, k, L)
        quadrature = np.sum(product * eval_legendre(k, cosw))
        angular_error = max(angular_error, abs(quadrature - coef))
        series += coef * ratio ** k
    multipole_error = max(multipole_error,
                          abs(np.sum(product * inverse_distance) - series))
assert angular_error < 1e-11 and multipole_error < 1e-8

# ---- radial integrals: exact for Z=1, numerical for the actual Z
Z = 2
r, t = sp.symbols("r t", positive=True)
radial = {"s": (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2),
          "p": r * sp.exp(-r / 2) / (2 * sp.sqrt(6))}


def slater_exact(a, b, k):
    density = sp.expand(r ** 2 * radial[a] * radial[b])
    inner = sp.integrate(sp.expand((density * r ** k).subs(r, t)), (t, 0, r))
    outer = sp.expand(2 * density * inner / r ** (k + 1))
    return sp.nsimplify(sp.simplify(sp.integrate(outer, (r, 0, sp.oo))))


def slater_numeric(a, b, k, charge):
    """Double integral in r1+r2 and r1/(r1+r2)."""
    def density(rr):
        orb = {"s": charge ** 1.5 * (1 - charge * rr / 2) / np.sqrt(2),
               "p": charge ** 2.5 * rr / (2 * np.sqrt(6))}
        return rr ** 2 * orb[a] * orb[b]
    u, wu = np.polynomial.laguerre.laggauss(20)
    g, wg = np.polynomial.legendre.leggauss(40)
    total = 0.0
    for start in (0.0, 0.5):
        frac = start + (g + 1) / 4
        size = u[:, None] / charge
        r1, r2 = size * frac, size * (1 - frac)
        kernel = np.minimum(r1, r2) ** k / np.maximum(r1, r2) ** (k + 1)
        total += np.sum(wu[:, None] * wg / 4 * size / charge
                        * density(r1) * density(r2) * kernel)
    return total


exact = {"F0(2s,2s)": slater_exact("s", "s", 0),
         "F0(2p,2p)": slater_exact("p", "p", 0),
         "F2(2p,2p)": slater_exact("p", "p", 2),
         "R1(2s2s,2p2p)": slater_exact("s", "p", 1)}
arguments = [("s", "s", 0), ("p", "p", 0), ("p", "p", 2), ("s", "p", 1)]
for value, arg in zip(exact.values(), arguments):
    assert abs(Z * float(value) - slater_numeric(*arg, Z)) < 1e-10
F0s, F0p, F2p, R1 = [Z * float(v) for v in exact.values()]

# ---- term energies
E_zero = -Z ** 2 / 4
f2 = {L: coulomb_coefficient(1, 1, 2, L) for L in (0, 1, 2)}
repulsion = {L: F0p + f2[L] * F2p for L in f2}
coupling = coulomb_coefficient(0, 1, 1, 0) * R1
S_values, S_vectors = np.linalg.eigh([[F0s, coupling],
                                      [coupling, repulsion[0]]])

# Independent road: uncoupled orbital products, angular quadrature only
products = [(0, np.outer(Y[0][0], Y[0][0]))]
products += [(1, np.outer(ya, yb)) for ya in Y[1] for yb in Y[1]]
functions = np.array([f.ravel() for _, f in products])
ls = [l for l, _ in products]
radial_table = {(0, 0, 0): F0s, (1, 1, 0): F0p, (1, 1, 2): F2p,
                (0, 1, 1): R1, (1, 0, 1): R1}
H = np.zeros((10, 10), dtype=complex)
for k in range(3):
    kernel = (pair_weight * eval_legendre(k, cosw)).ravel()
    angular = (functions.conj() * kernel) @ functions.T
    for a in range(10):
        for b in range(10):
            key = (ls[a], ls[b], k)
            if key in radial_table:
                H[a, b] += angular[a, b] * radial_table[key]
            else:
                assert abs(angular[a, b]) < 1e-11
expected = sorted(list(S_values) + [repulsion[1]] * 3 + [repulsion[2]] * 5)
energy_error = np.max(abs(np.linalg.eigvalsh(H) - expected))
assert energy_error < 1e-10

# ---- output
hartree_eV = physical_constants["Hartree energy in eV"][0]
print("GENERAL FORMULA, ranks k = 1, 2, 3")
print(f"largest |direct - formula|: {formula_error:.1e}")
print(f"largest Wigner-Eckart deviation: {we_error:.1e}")
print(f"largest 6j contraction deviation: {sixj_error:.1e}")
print(f"nonzero elements with j1 or j2 changed: {n_changed}")
print(f"largest error with phase j1+j2'+J instead: {swapped_error:.4f}")
print("SAMPLE: k=1, T_1 = l+ of system 1, U_1 = s+ of system 2")
print("system 1: l=1, s=1/2; system 2: l=1, s=1")
print("j1=1/2, j1'=3/2, j2=j2'=1, J=M=1/2")
for name, value in zip(["<j1||T||j1'>", "<j2||U||j2'>", "6j symbol",
                        "phase", "formula", "direct"], sample):
    print(f"  {name} = {value:.6f}")
print("ANGULAR COEFFICIENTS (no unit)")
print(f"<1||C2||1> = {reduced_C(1, 2, 1):.6f}")
print(f"<0||C1||1> = {reduced_C(0, 1, 1):.6f}")
for L in f2:
    print(f"2p2 L={L}: phase {sign(2 + L):+d}, "
          f"6j {sixj(L, 1, 1, 2, 1, 1):.6f}, f2 {f2[L]:.6f}")
print(f"2s2-2p2 L=0: phase {sign(1):+d}, 6j {sixj(0, 0, 0, 1, 1, 1):.6f}, "
      f"coefficient {coulomb_coefficient(0, 1, 1, 0):.6f}")
print(f"largest angular quadrature deviation: {angular_error:.1e}")
print(f"1/r12 multipole deviation at r</r>=0.3: {multipole_error:.1e}")
print(f"RADIAL INTEGRALS: exact at Z=1, and at Z={Z}, in hartree")
for name, value in exact.items():
    print(f"  {name} = {value} ; {Z * float(value):.6f}")
print("HELIUM n=2 SHELL, even parity")
print(f"zeroth-order energy = {E_zero:.6f} hartree")
print(f"2s2 1S diagonal repulsion = {F0s:.6f} hartree")
for L, term in [(0, "1S"), (1, "3P"), (2, "1D")]:
    print(f"2p2 {term} diagonal repulsion = {repulsion[L]:.6f} hartree")
print(f"2s2-2p2 1S coupling = {coupling:.6f} hartree")
for name, value in [("lower 1S", S_values[0]), ("3P", repulsion[1]),
                    ("1D", repulsion[2]), ("upper 1S", S_values[1])]:
    energy = E_zero + value
    print(f"E({name}) = {energy:.6f} hartree = {energy * hartree_eV:.4f} eV")
print(f"2p2 weight in lower 1S = {S_vectors[1, 0] ** 2:.4f}")
print(f"1D - 3P splitting = {repulsion[2] - repulsion[1]:.6f} hartree "
      f"= {(repulsion[2] - repulsion[1]) * hartree_eV:.4f} eV")
print(f"1S splitting = {S_values[1] - S_values[0]:.6f} hartree")
print(f"1S splitting without coupling = {repulsion[0] - F0s:.6f} hartree")
print(f"uncoupled-basis energy deviation: {energy_error:.1e} hartree")
print("no test failed")
```

It prints:

```
GENERAL FORMULA, ranks k = 1, 2, 3
largest |direct - formula|: 5.2e-15
largest Wigner-Eckart deviation: 2.1e-15
largest 6j contraction deviation: 2.8e-17
nonzero elements with j1 or j2 changed: 376
largest error with phase j1+j2'+J instead: 12.5220
SAMPLE: k=1, T_1 = l+ of system 1, U_1 = s+ of system 2
system 1: l=1, s=1/2; system 2: l=1, s=1
j1=1/2, j1'=3/2, j2=j2'=1, J=M=1/2
  <j1||T||j1'> = 1.632993
  <j2||U||j2'> = -1.732051
  6j symbol = -0.166667
  phase = -1.000000
  formula = -0.471405
  direct = -0.471405
ANGULAR COEFFICIENTS (no unit)
<1||C2||1> = -1.095445
<0||C1||1> = -1.000000
2p2 L=0: phase +1, 6j 0.333333, f2 0.400000
2p2 L=1: phase -1, 6j 0.166667, f2 -0.200000
2p2 L=2: phase +1, 6j 0.033333, f2 0.040000
2s2-2p2 L=0: phase -1, 6j 0.577350, coefficient -0.577350
largest angular quadrature deviation: 5.1e-15
1/r12 multipole deviation at r</r>=0.3: 4.3e-14
RADIAL INTEGRALS: exact at Z=1, and at Z=2, in hartree
  F0(2s,2s) = 77/512 ; 0.300781
  F0(2p,2p) = 93/512 ; 0.363281
  F2(2p,2p) = 45/512 ; 0.175781
  R1(2s2s,2p2p) = 45/512 ; 0.175781
HELIUM n=2 SHELL, even parity
zeroth-order energy = -1.000000 hartree
2s2 1S diagonal repulsion = 0.300781 hartree
2p2 1S diagonal repulsion = 0.433594 hartree
2p2 3P diagonal repulsion = 0.328125 hartree
2p2 1D diagonal repulsion = 0.370312 hartree
2s2-2p2 1S coupling = -0.101487 hartree
E(lower 1S) = -0.754095 hartree = -20.5200 eV
E(3P) = -0.671875 hartree = -18.2827 eV
E(1D) = -0.629687 hartree = -17.1347 eV
E(upper 1S) = -0.511530 hartree = -13.9194 eV
2p2 weight in lower 1S = 0.2262
1D - 3P splitting = 0.042187 hartree = 1.1480 eV
1S splitting = 0.242565 hartree
1S splitting without coupling = 0.132812 hartree
uncoupled-basis energy deviation: 2.4e-15 hartree
no test failed
```
